# Why identical polar endpoints can give different switched charges: a program that tests the result

```python
# Result under test: two oxygen routes between the same bulk crystals switch
# charges differing by -2e/A when an electron pair follows the oxygen.
# a: period; A: area per chain; u: oxygen position / a; cations are at integers.
# w: electron-pair centre / a; P = -2 e w/A, with w followed continuously.
# The oxygen core plus its other valence electrons is a rigid neutral unit.
# Lengths are in nm, energies in eV and times in fs inside the calculation.
import numpy as np
from scipy.constants import e, hbar, m_e
from scipy.linalg import eigh

period = 0.5
area = 0.25
width = 0.06
oxygen_depth = 30.0
cation_depth = 20.0
u_start = 0.4
kinetic = hbar**2 / (2 * m_e * e) * 1e18
hbar_ev_fs = hbar / e * 1e15
reciprocal = 2 * np.pi / period
charge_quantum = 2 * e / (area * 1e-18)


def k_grid(count):
    return -np.pi / period + reciprocal * np.arange(count) / count


def bloch_matrices(k, u, depth_o, depth_c, nmax=8):
    """Bloch Hamiltonian, its u derivative, and plane-wave velocities."""
    n = np.arange(-nmax, nmax + 1)
    g = reciprocal * (n[:, None] - n[None, :])
    shape = -width * np.sqrt(2 * np.pi) / period
    shape = shape * np.exp(-(g * width)**2 / 2)
    oxygen = depth_o * shape * np.exp(-1j * g * u * period)
    wave = k[:, None] + reciprocal * n[None, :]
    h = np.repeat((oxygen + depth_c * shape)[None], len(k), axis=0)
    index = np.arange(len(n))
    h[:, index, index] += kinetic * wave**2
    derivative = -1j * g * period * oxygen
    velocity = 2 * kinetic * wave / hbar_ev_fs
    return h, derivative, velocity


def pair_centre(u, depth_o, depth_c, nk=48):
    h, _, _ = bloch_matrices(k_grid(nk), u, depth_o, depth_c)
    c = np.linalg.eigh(h)[1][:, :, 0]
    following = np.roll(c, -1, axis=0)
    following[-1] = np.append(c[0, 1:], 0)
    overlaps = np.sum(c.conj() * following, axis=1)
    return -np.angle(np.prod(overlaps)) / (2 * np.pi)


def follow_centre(path, depth_o, depth_c):
    raw = np.array([pair_centre(u, depth_o, depth_c) for u in path])
    return np.unwrap(2 * np.pi * raw) / (2 * np.pi)


def band_gap(u, depth_o, depth_c):
    h, _, _ = bloch_matrices(k_grid(8), u, depth_o, depth_c)
    levels = np.linalg.eigvalsh(h)
    return levels[:, 1].min() - levels[:, 0].max()


def response_slope(u, depth_o, depth_c):
    """dw/du from first-order adiabatic response, without Berry phases."""
    h, dh, velocity = bloch_matrices(k_grid(16), u, depth_o, depth_c)
    energy, states = np.linalg.eigh(h)
    total = 0.0
    for en, c, v in zip(energy, states, velocity):
        v_row = (c[:, 0].conj() * v) @ c[:, 1:]
        h_col = c[:, 1:].conj().T @ dh @ c[:, 0]
        total += 2 * hbar_ev_fs * np.imag(
            np.sum(v_row * h_col / (en[1:] - en[0])**2))
    return total / (len(h) * period)


def response_integral(start, end, order):
    x, weight = np.polynomial.legendre.leggauss(order)
    positions = (start + end) / 2 + (end - start) * x / 2
    values = [response_slope(u, oxygen_depth, cation_depth) for u in positions]
    return (end - start) / 2 * np.dot(weight, values)


def driven_displacement(start, end, duration, step=0.0025):
    """Integrate the electron current while the potential moves smoothly."""
    nmax = 7
    k = k_grid(12) + reciprocal / 24  # exact pairs of opposite wavevectors
    h, _, velocity = bloch_matrices(k, start, oxygen_depth, cation_depth, nmax)
    energies, states = np.linalg.eigh(h)
    psi = states[:, :, 0].copy()
    static, _, _ = bloch_matrices(k, 0.0, 0.0, cation_depth, nmax)
    centred, _, _ = bloch_matrices(k, 0.0, oxygen_depth, cation_depth, nmax)
    wave_energy = velocity**2 * hbar_ev_fs**2 / (4 * kinetic)
    factor = -1j / hbar_ev_fs
    cation = factor * (static[0] - np.diag(wave_energy[0]))
    oxygen = factor * (centred[0] - static[0])
    # A common energy shift changes only the overall phase.
    diagonal = factor * (wave_energy - energies[:, 0].mean())
    count = int(round(duration / step))
    s = np.linspace(0, 1, 2 * count + 1)
    u = start + (end - start) * (s - np.sin(2 * np.pi * s) / (2 * np.pi))
    n = np.arange(-nmax, nmax + 1)
    phases = np.exp(-2j * np.pi * u[:, None] * n[None, :])
    inverse = phases.conj()

    def rate(state, i):
        moving = phases[i] * ((inverse[i] * state) @ oxygen)
        return diagonal * state + state @ cation + moving

    def current(state):
        return np.sum(velocity * (state.real**2 + state.imag**2)) / len(k)

    old_current = current(psi)
    displacement = 0.0
    for j in range(count):
        i = 2 * j
        r1 = rate(psi, i)
        r2 = rate(psi + 0.5 * step * r1, i + 1)
        r3 = rate(psi + 0.5 * step * r2, i + 1)
        r4 = rate(psi + step * r3, i + 2)
        psi = psi + step / 6 * (r1 + 2 * (r2 + r3) + r4)
        new_current = current(psi)
        displacement += 0.5 * step * (old_current + new_current) / period
        old_current = new_current
    h, _, _ = bloch_matrices(k, end, oxygen_depth, cation_depth, nmax)
    ground = np.linalg.eigh(h)[1][:, :, 0]
    survival = np.mean(abs(np.sum(ground.conj() * psi, axis=1))**2)
    return displacement, 1 - survival


# Open chains use a real-space sinc basis and have no Bloch states.
spacing = 0.025
grid = np.arange(-1.2, 12 * period + 1.2, spacing)
separation = np.arange(len(grid))[:, None] - np.arange(len(grid))[None, :]
safe = np.where(separation == 0, 1, separation)
sign = np.where(separation % 2 == 0, 1.0, -1.0)
open_kinetic = kinetic / spacing**2 * np.where(
    separation == 0, np.pi**2 / 3, 2 * sign / safe**2)


def finite_chain(u, cells):
    potential = np.zeros_like(grid)
    for n in range(cells):
        potential -= oxygen_depth * np.exp(
            -(grid - (n + u) * period)**2 / (2 * width**2))
        potential -= cation_depth * np.exp(
            -(grid - n * period)**2 / (2 * width**2))
    energy, states = eigh(open_kinetic + np.diag(potential))
    density = np.sum(states[:, :cells]**2, axis=1)
    # Dipole divided by 2e; the pair charge balances the cation charge.
    dipole = period * np.sum(np.arange(cells)) - np.dot(grid, density)
    return dipole, density, energy[cells] - energy[cells - 1]


def finite_centre(u):
    small, _, gap_small = finite_chain(u, 8)
    large, density, gap_large = finite_chain(u, 12)
    return -(large - small) / (4 * period), density, min(gap_small, gap_large)


# Follow the two routes.
direct_path = np.linspace(u_start, 1 - u_start, 21)
cross_path = np.linspace(u_start, -u_start, 41)
direct_w = follow_centre(direct_path, oxygen_depth, cation_depth)
cross_w = follow_centre(cross_path, oxygen_depth, cation_depth)
w_start = direct_w[0]
direct_shift = direct_w[-1] - direct_w[0]
cross_shift = cross_w[-1] - cross_w[0]
assert max(np.max(abs(np.diff(direct_w))), np.max(abs(np.diff(cross_w)))) < 0.2
assert abs(direct_shift - (1 - 2 * w_start)) < 1e-5
assert abs(cross_shift + 2 * w_start) < 1e-5
assert abs(direct_w[10] - 0.5) < 1e-5 and abs(cross_w[20]) < 1e-5

# The gap must survive both the ion cycle and the switching-on of cation wells.
cycle = np.linspace(0, 1, 21)
gap_main = min(band_gap(u, oxygen_depth, cation_depth) for u in cycle)
gap_scan = min(band_gap(u, oxygen_depth, d)
               for d in np.linspace(0, cation_depth, 5) for u in cycle)
assert gap_scan > 1.0
translated = follow_centre(cycle, oxygen_depth, 0.0)
assert np.max(abs(translated - translated[0] - cycle)) < 1e-5
gap_equal = band_gap(0.5, oxygen_depth, oxygen_depth)
assert abs(gap_equal) < 1e-5

# Response theory and real-time current test the followed Berry phase.
direct_response = response_integral(u_start, 1 - u_start, 12)
cross_response = response_integral(u_start, -u_start, 28)
assert abs(direct_response - direct_shift) < 2e-4
assert abs(cross_response - cross_shift) < 2e-4
direct_time, direct_excited = driven_displacement(u_start, 1 - u_start, 24.0)
cross_time, cross_excited = driven_displacement(u_start, -u_start, 72.0)
assert abs(direct_time - direct_shift) < 2e-3
assert abs(cross_time - cross_shift) < 2e-3
assert abs(direct_time - cross_time - 1) < 3e-3
assert max(direct_excited, cross_excited) < 1e-3

# Finite chains test both the equal interiors and the unequal end charges.
finite_start, _, gap_a = finite_centre(u_start)
finite_direct, density_direct, gap_b = finite_centre(1 - u_start)
finite_cross, density_cross, gap_c = finite_centre(-u_start)
interior = (grid > 2.5) & (grid < 3.5)
density_error = np.max(abs(density_direct - density_cross)[interior])
density_error /= np.max(density_direct[interior])
assert min(gap_a, gap_b, gap_c) > 1.0
assert density_error < 1e-5
assert abs(finite_direct - finite_start - direct_shift) < 2e-4
assert abs(finite_cross - finite_start - cross_shift) < 2e-4

# Exchange the depths: the electron pair now remains with the cation.
control_direct = follow_centre(direct_path, cation_depth, oxygen_depth)
control_cross = follow_centre(cross_path, cation_depth, oxygen_depth)
control_direct_shift = control_direct[-1] - control_direct[0]
control_cross_shift = control_cross[-1] - control_cross[0]
control_gap = min(band_gap(u, cation_depth, oxygen_depth) for u in cycle)
assert control_gap > 1.0
assert abs(control_direct_shift - control_cross_shift) < 1e-5

direct_charge = -charge_quantum * direct_shift
cross_charge = -charge_quantum * cross_shift
assert direct_charge < 0 < cross_charge
field = 1e8
cell_volume = area * period * 1e-27
field_direct = -field * direct_charge * cell_volume / e * 1000
field_cross = -field * cross_charge * cell_volume / e * 1000


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("period a", period, "nm", 2)
show("area per chain A", area, "nm^2", 2)
show("Gaussian well width", width, "nm", 2)
show("oxygen well depth", oxygen_depth, "eV", 1)
show("cation well depth", cation_depth, "eV", 1)
show("starting oxygen position u0", u_start, "", 2)
show("direct route end u", direct_path[-1], "", 2)
show("crossing route end u", cross_path[-1], "", 2)
show("smallest gap on the cycle", gap_main, "eV", 3)
show("smallest gap while raising cation depth", gap_scan, "eV", 3)
print(f"gap at equal depths, u=1/2: {gap_equal:.1e} eV")
for i in (0, 10, 20):
    show(f"direct route, w at u={direct_path[i]:.2f}", direct_w[i])
for i in (10, 20, 30, 40):
    show(f"crossing route, w at u={cross_path[i]:.2f}", cross_w[i])
for u in (0.0, 0.2, 0.4, 0.5):
    z = -2 * response_slope(u, oxygen_depth, cation_depth)
    show(f"dynamical charge Z* at u={u:.1f}", z, "e", 4)
show("direct shift of w, Berry phase", direct_shift)
show("direct shift of w, response integral", direct_response)
show("direct shift of w, real-time current", direct_time)
show("direct shift of w, finite chains", finite_direct - finite_start)
show("crossing shift of w, Berry phase", cross_shift)
show("crossing shift of w, response integral", cross_response)
show("crossing shift of w, real-time current", cross_time)
show("crossing shift of w, finite chains", finite_cross - finite_start)
print(f"final excited fraction, direct: {direct_excited:.1e}")
print(f"final excited fraction, crossing: {cross_excited:.1e}")
print(f"relative interior density difference: {density_error:.1e}")
show("branch spacing 2e/A", charge_quantum, "C/m^2")
show("direct switched charge", direct_charge, "C/m^2")
show("crossing switched charge", cross_charge, "C/m^2")
show("direct minus crossing", direct_charge - cross_charge, "C/m^2")
show("direct switched charge", direct_charge * 100, "uC/cm^2", 2)
show("crossing switched charge", cross_charge * 100, "uC/cm^2", 2)
show("control smallest gap", control_gap, "eV", 3)
show("control direct charge", -charge_quantum * control_direct_shift, "C/m^2")
show("control crossing charge", -charge_quantum * control_cross_shift, "C/m^2")
print(f"applied field for energy estimate: {field:.1e} V/m")
show("field enthalpy change, direct", field_direct, "meV per cell", 3)
show("field enthalpy change, crossing", field_cross, "meV per cell", 3)
print("finished without a failed check")
```

Output:

```
period a: 0.50 nm
area per chain A: 0.25 nm^2
Gaussian well width: 0.06 nm
oxygen well depth: 30.0 eV
cation well depth: 20.0 eV
starting oxygen position u0: 0.40
direct route end u: 0.60
crossing route end u: -0.40
smallest gap on the cycle: 7.225 eV
smallest gap while raising cation depth: 7.225 eV
gap at equal depths, u=1/2: 2.4e-08 eV
direct route, w at u=0.40: 0.37487
direct route, w at u=0.50: 0.50000
direct route, w at u=0.60: 0.62513
crossing route, w at u=0.20: 0.13233
crossing route, w at u=0.00: 0.00000
crossing route, w at u=-0.20: -0.13233
crossing route, w at u=-0.40: -0.37487
dynamical charge Z* at u=0.0: -1.2000 e
dynamical charge Z* at u=0.2: -1.6431 e
dynamical charge Z* at u=0.4: -2.7230 e
dynamical charge Z* at u=0.5: -2.3775 e
direct shift of w, Berry phase: 0.25026
direct shift of w, response integral: 0.25027
direct shift of w, real-time current: 0.25027
direct shift of w, finite chains: 0.25027
crossing shift of w, Berry phase: -0.74974
crossing shift of w, response integral: -0.74973
crossing shift of w, real-time current: -0.74973
crossing shift of w, finite chains: -0.74973
final excited fraction, direct: 3.4e-12
final excited fraction, crossing: 2.0e-06
relative interior density difference: 4.5e-15
branch spacing 2e/A: 1.28174 C/m^2
direct switched charge: -0.32077 C/m^2
crossing switched charge: 0.96097 C/m^2
direct minus crossing: -1.28174 C/m^2
direct switched charge: -32.08 uC/cm^2
crossing switched charge: 96.10 uC/cm^2
control smallest gap: 7.225 eV
control direct charge: 0.06442 C/m^2
control crossing charge: 0.06442 C/m^2
applied field for energy estimate: 1.0e+08 V/m
field enthalpy change, direct: 25.026 meV per cell
field enthalpy change, crossing: -74.974 meV per cell
finished without a failed check
```
